# Parent symmetry settings and Landau invariants for improper ferroelectric switching

## Definitions and conventions

The setting treated here is the list of symmetry operations that an electronic-structure program detects, or is given, and then imposes on a structure and its forces. It enters a study of ferroelectric switching twice. The operations of the undistorted parent decide which terms the Landau energy may contain. The operations imposed on a distorted cell decide which displacements can relax. These groups are generally different, and both are needed.

The model is a planar triangular layer of ions that move along $z$ relative to a rigid frame. The frame has the full symmetry of the flat triangular layer, including the horizontal mirror. A site is $m\mathbf a_1+n\mathbf a_2$, with $60^\circ$ between the lattice vectors, and it belongs to sublattice $j=(m-n)\bmod 3$. Displacements have the period of the $\sqrt3\times\sqrt3$ cell:

$$u_j=p+q_1\cos\theta_j+q_2\sin\theta_j,\qquad \theta_j=2\pi j/3 .$$

The uniform part $p$ is polar; the dipole is taken as proportional to it. The other two components form the cell-tripling distortion $q=q_1+iq_2=Qe^{i\Phi}$. Inverting the definition gives

$$p=\tfrac13\sum_j u_j,\qquad q=\tfrac23\sum_j u_je^{i\theta_j}.$$

Energies are per site, in hartree, and displacements are in bohr. In-plane motion and strain are left out.

The parent group $G$ is the layer group p6/mmm modulo translations of the tripled cell. It has 12 planar rotations and mirrors, 3 translations, and a factor 2 for the horizontal mirror $z\to-z$: 72 operations. An operation moves the displacement pattern, with a change of sign if it reverses $z$. The components $v=(q_1,q_2,p)$ then change to $D(g)v$.

## From site maps to matrices

The translation by $\mathbf a_1$ sends $j$ to $j+1$. The new pattern has $u'_{j+1}=u_j$, so

$$q'=\tfrac23\sum_j u_je^{i\theta_{j+1}}=\omega q,\qquad \omega=e^{2\pi i/3},\qquad p'=p .$$

The sixfold rotation sends $(m,n)$ to $(-n,m+n)$. The new label is $-m-2n\equiv-(m-n)$ modulo 3, so $j\to-j$ and $q\to q^*$. The vertical mirror that exchanges $m$ and $n$ does the same. The horizontal mirror gives $q\to-q$ and $p\to-p$. Every operation therefore acts as

$$q\to\sigma\omega^kq\ \text{ or }\ \sigma\omega^kq^*,\qquad p\to\sigma p,\qquad \sigma=\pm1,\quad k=0,1,2 .$$

These are $2\times3\times2=12$ distinct matrices, each produced by 6 of the 72 operations. An average over the 12 thus equals the average over the 72.

The entries contain $\sqrt3$. Setting $q_1=x$ and $q_2=\sqrt3\,y$ removes it. For the translation, $q_1'=-q_1/2-\sqrt3q_2/2$ and $q_2'=\sqrt3q_1/2-q_2/2$ become

$$x'=-\tfrac12x-\tfrac32y,\qquad y'=\tfrac12x-\tfrac12y .$$

All later algebra can now be done with exact fractions. The two quantities needed most are

$$Q^2=x^2+3y^2,\qquad C\equiv\mathrm{Re}\,q^3=Q^3\cos3\Phi=x^3-9xy^2 .$$

## Why averaging monomials finds every invariant

A polynomial $f$ is invariant if $f(D(g)v)=f(v)$ for all $g$ in $G$. Define the average

$$(Rf)(v)=\frac1{|G|}\sum_{g\in G}f(D(g)v).$$

It is invariant, because for any $h$ in $G$

$$(Rf)(D(h)v)=\frac1{|G|}\sum_gf(D(gh)v)=(Rf)(v).$$

The last step holds because $gh$ runs once through the group as $g$ does. If $f$ is already invariant, all terms are equal and $Rf=f$. Hence $R^2=R$: the average is a projector onto the invariants.

Now write any invariant of a given degree as a sum of monomials, $I=\sum_\alpha c_\alpha m_\alpha$. Then

$$I=RI=\sum_\alpha c_\alpha Rm_\alpha .$$

The averaged monomials therefore span all invariants of that degree. They need not be linearly independent.

No matrix mixes $p$ with $q$, so the work splits by the degree $m$ in $(x,y)$ and the degree $n$ in $p$. Each pair $(m,n)$ has just $m+1$ monomials.

## Removing linear dependence

Take degrees $(3,1)$, with monomials $px^3$, $px^2y$, $pxy^2$ and $py^3$. The sign $\sigma$ appears four times and cancels. Averaging over the three phase rotations keeps the harmonics of $\Phi$ that are multiples of 3. Averaging over $q\to q^*$ removes sines. From

$$\cos^3\Phi=\tfrac14(3\cos\Phi+\cos3\Phi),\qquad \cos\Phi\sin^2\Phi=\tfrac14(\cos\Phi-\cos3\Phi)$$

and $xy^2=q_1q_2^2/3$, it follows that

$$R(px^3)=\tfrac14pC,\qquad R(pxy^2)=-\tfrac1{12}pC .$$

The other two monomials are odd in $y$ and average to zero. The coefficient rows, in the order of the monomials above, are

$$(\tfrac14,0,-\tfrac94,0),\quad(0,0,0,0),\quad(-\tfrac1{12},0,\tfrac34,0),\quad(0,0,0,0).$$

The third is $-\tfrac13$ times the first. Row reduction leaves $(1,0,-9,0)$, which is $pC$. Keeping both nonzero averages in a fit would leave their two coefficients undetermined, since one combination of them has no effect on the energy.

Reduced rows need not look like the familiar invariants. At degrees $(6,0)$ the reduction gives

$$B_1=x^6+45x^2y^4+18y^6,\qquad B_2=x^4y^2-2x^2y^4+y^6 .$$

Expanding the expected invariants gives

$$Q^6=x^6+9x^4y^2+27x^2y^4+27y^6,\qquad C^2=x^6-18x^4y^2+81x^2y^4 .$$

Subtraction yields $Q^6-C^2=27B_2$, and $Q^6-9B_2=B_1$. Thus $B_1=(2Q^6+C^2)/3$: the two bases span the same space. Before coefficients from two fits are compared, both must be expressed in one basis.

## Counting what should be found

An independent count guards against a missing invariant. The trace of a projector is the dimension of the space onto which it projects. On polynomials of degree $m$ in $q_1,q_2$, a matrix $D_Q$ with eigenvalues $\lambda_1,\lambda_2$ has trace $\sum_i\lambda_1^i\lambda_2^{m-i}$. This is the coefficient of $s^m$ in $1/\det(1-sD_Q)$. Including $p\to\sigma p$, the number of invariants of degrees $(m,n)$ is the coefficient of $s^mt^n$ in

$$N(s,t)=\frac1{12}\sum_D\frac1{\det(1-sD_Q)(1-\sigma t)} .$$

For $\sigma=+1$ there are one identity, two rotations by $\pm120^\circ$ and three reflections. Their average is

$$E(s)=\frac16\left[\frac1{(1-s)^2}+\frac2{1+s+s^2}+\frac3{1-s^2}\right].$$

Over the common denominator $(1-s^2)(1-s^3)$, the numerator of the bracket is

$$(1+2s+2s^2+s^3)+2(1-s-s^2+s^3)+3(1-s^3)=6 ,$$

so $E(s)=1/[(1-s^2)(1-s^3)]$. The matrices with $\sigma=-1$ are the negatives of these, which replaces $s$ by $-s$. Therefore

$$N=\frac12\left[\frac{E(s)}{1-t}+\frac{E(-s)}{1+t}\right]
=\frac{(1+s^3)(1+t)+(1-s^3)(1-t)}{2(1-s^2)(1-s^6)(1-t^2)} ,$$

$$N(s,t)=\frac{1+s^3t}{(1-s^2)(1-s^6)(1-t^2)} .$$

This is the count of the products

$$Q^{2i}\,C^{2k}\,p^{2l}\,(pC)^e,\qquad e=0,1 .$$

The products are linearly independent. At fixed $(m,n)$ the parity of $n$ fixes $e$, and then $l$ is fixed. Different $k$ give different powers of $\cos3\Phi$. Since their number equals the number of invariants, they form a basis at every degree.

Linear independence is weaker than algebraic independence. The generators $Q^2$, $p^2$, $C^2$ and $pC$ obey $(pC)^2=p^2C^2$. Restricting $e$ to 0 or 1 prevents this relation from producing a duplicate term.

The numbers of invariants at total degrees 2, 4 and 6 are 2, 4 and 7. Through sixth degree, the averaged basis was tested against this count and against a direct solution of the invariance equations.

## Checking the polar coupling

A term linear in $p$ has $n=1$, hence $e=1$, and contains the factor $pC$. The lowest such term is $pC$ itself, cubic in $q$. There is no bilinear coupling between $p$ and $q$. Suppose that the energy at fixed $q$ has a single minimum in $p$. That minimum lies at $p=0$ when $C=0$, and the coupling $pC$ shifts it when $C\ne0$, unless higher-order terms linear in $p$ happen to cancel the shift. The polar displacement is then induced by the distortion, which is the meaning of improper ferroelectricity here.

It suffices to check a generating set, since invariance under $g$ and $h$ implies invariance under $gh$. Part of a generating set need not suffice: it fails when it does not generate all 12 matrices and the missing ones remove a term. Consider $p\,\mathrm{Im}\,q^3$. A translation leaves it alone because $\omega^3=1$. The horizontal mirror changes the sign of both factors. It thus passes all 6 operations built from translations and that mirror. Under $q\to q^*$, however, it changes sign. Applied to a general ion pattern, the full group gives these results:

- $p\,\mathrm{Re}\,q^3$ is kept by 72 of 72 operations.
- $p\,\mathrm{Im}\,q^3$, $pQ^2$ and $\mathrm{Re}\,q^3$ are each kept by 36.
- The single monomial $pq_1^3$ is kept by 24.

The consequence of an incomplete list can be derived. Suppose $-g'p\,\mathrm{Im}\,q^3$ is admitted beside $-gpC$. Then

$$gC+g'\,\mathrm{Im}\,q^3=\mathrm{Re}[(g-ig')q^3]=\sqrt{g^2+g'^2}\,Q^3\cos(3\Phi-3\delta),$$

with $\tan3\delta=g'/g$. The phase preferred by the coupling is rotated by $\delta$. The parent symmetry forbids this rotation: at this order it allows only $pC$, which by itself prefers multiples of $60^\circ$ once $p$ is relaxed. Other allowed terms, such as $C^2$, can prefer other phases, but the energy remains even in $\Phi$.

A simple microscopic energy shows where the allowed term can come from. Let $w_j=Q\cos(\Phi-\theta_j)$, so that $u_j=p+w_j$. The sublattice averages of $w,w^2,w^3,w^4$ are $0$, $Q^2/2$, $C/4$ and $3Q^4/8$. The binomial expansion gives

$$\tfrac13\sum_ju_j^4=p^4+6p^2\frac{Q^2}2+4p\frac C4+\frac38Q^4
=p^4+3p^2Q^2+pC+\tfrac38Q^4 .$$

An ordinary quartic site energy already contains the polar coupling. A positive coefficient favours $pC<0$. The map $q\to-q$ at fixed $p$ reverses the sign of $C$, but it is not a parent operation, so the sign of the coupling has a physical meaning. At phases that are multiples of $60^\circ$, $pC>0$ means that, relative to the mean displacement, one ion moves by $Q$ along the polar direction and two move by $Q/2$ against it. For $pC<0$ these directions are reversed.

## Energy wells in a truncated model

Take

$$F=\frac a2Q^2+\frac b4Q^4+\frac A2p^2+\frac h2p^2Q^2-gpC,$$

with $a<0$ and $b,A,h,g>0$. The choice $g>0$ favours $pC>0$, opposite to the positive quartic site energy above; reversing the sign of $g$ only reverses $p$ in every well. The allowed $p^4$ term and all sixth-degree terms are set to zero. This is a choice of model, not a result of symmetry. It matters for the phase: relaxing $p$ produces a term of order $Q^6\cos^23\Phi$, and the omitted invariant $C^2$ has the same form. Adding $cC^2$ changes the coefficient of $C^2$ in the relaxed energy to $c-g^2/[2(A+hQ^2)]$. A positive $c$ lowers the switching barrier, and a large enough $c$ moves the wells to $30^\circ+k\,60^\circ$, where $p=0$. With $p^4$ also present, wells at intermediate phases are possible.

At fixed $q$, $\partial F/\partial p=(A+hQ^2)p-gC=0$, hence

$$p=\frac{gC}{A+hQ^2},\qquad
F_{\rm eff}=\frac a2Q^2+\frac b4Q^4-\frac{g^2Q^6\cos^23\Phi}{2(A+hQ^2)} .$$

For small $Q$, $p\approx gC/A$ is cubic in the distortion. Since $A+hQ^2>hQ^2$ and $\cos^23\Phi\le1$,

$$F_{\rm eff}\ge\frac a2Q^2+\left(\frac b4-\frac{g^2}{2h}\right)Q^4 .$$

The energy is bounded below if $bh>2g^2$.

At fixed $Q>0$ the minimum has $\cos^23\Phi=1$, or $\Phi=k\pi/3$. Let $s=Q^2$ and $K(s)=s^3/(A+hs)$. The quotient rule gives $K'=s^2(3A+2hs)/(A+hs)^2$. Setting $dF_{\rm eff}/ds=0$ and multiplying by 2,

$$a+bs-g^2\frac{s^2(3A+2hs)}{(A+hs)^2}=0 .$$

To show that the positive root is unique, divide the polynomials:

$$K=\frac{s^2}h-\frac{As}{h^2}+\frac{A^2}{h^3}-\frac{A^3}{h^3(A+hs)},\qquad
K''=\frac2h\left[1-\frac{A^3}{(A+hs)^3}\right]<\frac2h .$$

The left side of the well condition has slope $b-g^2K''>b-2g^2/h>0$. It starts at $a<0$ and crosses zero once. There are six wells, and $p$ alternates in sign because $\cos k\pi=(-1)^k$.

Round parameters are $a=-0.02$ and $A=0.03$ hartree/bohr², with $b=h=0.04$ and $g=0.02$ hartree/bohr⁴. They represent no particular material. The stability ratio is $2g^2/(bh)=0.5$. The root gives $Q=0.8499$ bohr, so $Q^2=0.7223$ bohr² and $Q^3=0.6139$ bohr³. Then

$$p=\frac{0.02\times0.6139}{0.03+0.04\times0.7223}=0.208\ \text{bohr}=11.0\ \text{pm}.$$

The three terms of $F_{\rm eff}$ are $-0.00722$, $+0.00522$ and $-0.00128$ hartree. Before rounding of the terms, their sum is $-0.00329$ hartree per site. Minimizations from random starting points found the same six wells.

## What switching requires

At frozen $q$, $F$ is a quadratic function of $p$ with curvature $A+hQ^2>0$. It has one minimum, so the reversed $p$ is not a metastable state. The cost of imposing it is

$$F(q,-p)-F(q,p)=2gpC=2(0.02)(0.208)(0.614)\approx0.0051\ \text{hartree}.$$

Reversal between wells must instead change $q$. Opposite polar wells have opposite $C$, so a continuous path between them passes through $C=0$. There,

$$F=\frac a2Q^2+\frac b4Q^4+\frac12(A+hQ^2)p^2\ge-\frac{a^2}{4b},$$

with equality at $p=0$, $Q^2=-a/b$. A path attains this bound: turn $\Phi$ from $0$ to $60^\circ$ while relaxing $Q$ and $p$. The relaxed energy rises as $\cos^23\Phi$ falls, so its maximum is at $30^\circ$. The relaxed $Q$ varies continuously, since the uniqueness argument still holds with $g^2$ replaced by the smaller $g^2\cos^23\Phi$.

The saddle has $Q=\sqrt{0.5}=0.707$ bohr and $F=-0.0025$ hartree. The barrier is

$$-0.0025000+0.0032856=0.0007856\ \text{hartree}=21.4\ \text{meV per site}.$$

A route through the undistorted parent, where $F=0$, would cost 0.0032856 hartree, about four times as much.

The saddle curvatures show how the energy changes near the top of the barrier. The radial curvature is $a+3bQ^2=-2a=0.04$ hartree/bohr². For a tangential displacement $\tau=Q\,\delta\Phi$, $\delta C=-3Q^2\tau$, which adds $3gQ^2p\tau$ to the energy. In the variables $(\tau,p)$ the matrix of second derivatives is

$$\begin{pmatrix}0&3gQ^2\\3gQ^2&A+hQ^2\end{pmatrix}
=\begin{pmatrix}0&0.03\\0.03&0.05\end{pmatrix},$$

with eigenvalues $0.025\pm\sqrt{0.025^2+0.03^2}=0.0641$ and $-0.0141$ hartree/bohr². The unstable direction combines phase rotation with polar displacement. The size of the negative curvature and the exact mixture depend on how $\tau$ and $p$ are scaled; the presence of one negative curvature does not.

This barrier describes uniform switching at zero field in a classical, truncated energy. It depends on the omitted $C^2$ term: for these parameters the point at $30^\circ$ becomes a local minimum once $c>g^2/[2(A+hQ^2)]=0.004$ hartree/bohr⁶. It says nothing quantitative about switching by moving domain walls, and it omits strain and thermal motion.

## Choosing the symmetry setting

Let $H$ be the group imposed during a relaxation. The allowed displacements satisfy $D(h)v=v$ for every $h$ in $H$. In the variables $(q_1,q_2,p)$ the matrices are orthogonal. Differentiating $F(D(h)v)=F(v)$ at such a point gives $D(h)^T\nabla F=\nabla F$, or $\nabla F=D(h)\nabla F$. The force has the same symmetry as the structure, and an exact relaxation cannot leave the allowed space. Four starting structures then behave differently; the end points named are those of the truncated model:

1. With the full parent group imposed, the horizontal mirror requires $u_j=-u_j$. All displacements vanish, and no well can be found.
2. A start with $p\ne0$ and $q=0$ retains the translations of the small cell. They hold $q$ at zero, where $F=Ap^2/2$, and the structure returns to the parent.
3. A start with $q=Q$ real and $p=0$ retains $q\to q^*$ but no operation that reverses $p$, since $-\omega^k$ is never 1. The force on $p$ is $gQ^3$. Symmetry may stay on, and the relaxation can reach a polar well.
4. A start at $\Phi=30^\circ$, $p=0$ has $u=(\sqrt3Q/2,\,0,\,-\sqrt3Q/2)$. It retains the exchange of sublattices 0 and 2 combined with $z\to-z$. This holds $p=0$ and the phase, leaving $Q$ free. Relaxation with symmetry on gives a stationary point, which in the truncated model is the saddle; with symmetry off, a small disturbance can grow along the unstable direction. If a $C^2$ term favours $30^\circ$, this point is a minimum instead and the real-$q$ structure of case 3 may be the unstable one, so either end point should be tested with symmetry off.

For constructing the energy, take the operations from the undistorted parent and include the small-cell translations that became internal to the supercell. For relaxing a distorted structure, impose no operation that the intended distortion breaks. An operation is detected when it maps every ion onto an ion to within the position tolerance. The tolerance must therefore be smaller than the mismatch left by each operation that is meant to be broken. Small displacements may otherwise be missed altogether, and case 1 applies. Large displacements are no safeguard if they are nearly equal: with $p=0.3$ and $Q=0.02$ bohr, a tolerance of 0.05 bohr still accepts the small-cell translations, and case 2 applies.

The coupling can be extracted at $p=0$ from the force conjugate to $p$, per site:

$$-\left.\frac{\partial F}{\partial p}\right|_{p=0}=Q^3\cos3\Phi\,(g+g_5Q^2+\cdots),$$

where $g_5$ belongs to the allowed invariant $Q^2pC$. The omitted terms are not all independent of phase: $pC^3$ contributes $Q^6\cos^23\Phi$ to the bracket. Several amplitudes are needed to separate $g$ from $g_5$. Several phases test the symmetry: the force must be the same at $\Phi$ and $-\Phi$, and a difference above the numerical noise, such as a $\sin3\Phi$ component, means that something in the calculation breaks a parent operation. The phases should be taken in pairs $\pm\Phi$, since a fit on a one-sided range can turn the allowed $\cos9\Phi$ term into a spurious sine. Possible sources include the structure, the numerical grid and the electronic state, whether converged or not. It should be traced to its source, not fitted as a new coupling. The numerical output lists the full basis and the values used here.

## Values computed for the example and the checks

```
parent operations: 72
distinct matrices: 12 ; occurrences of each: 6
average of p*x^3 = 1/4*x**3*p - 9/4*x*y**2*p
average of p*x^2*y = 0
average of p*x*y^2 = -1/12*x**3*p + 3/4*x*y**2*p
average of p*y^3 = 0
invariant, degrees (2,0): x**2 + 3*y**2
invariant, degrees (0,2): p**2
invariant, degrees (4,0): x**4 + 6*x**2*y**2 + 9*y**4
invariant, degrees (3,1): x**3*p - 9*x*y**2*p
invariant, degrees (2,2): x**2*p**2 + 3*y**2*p**2
invariant, degrees (0,4): p**4
invariant, degrees (6,0): x**6 + 45*x**2*y**4 + 18*y**6
invariant, degrees (6,0): x**4*y**2 - 2*x**2*y**4 + y**6
invariant, degrees (5,1): x**5*p - 6*x**3*y**2*p - 27*x*y**4*p
invariant, degrees (4,2): x**4*p**2 + 6*x**2*y**2*p**2 + 9*y**4*p**2
invariant, degrees (3,3): x**3*p**3 - 9*x*y**2*p**3
invariant, degrees (2,4): x**2*p**4 + 3*y**2*p**4
invariant, degrees (0,6): p**6
number of invariants of total degree 2 = 2
number of invariants of total degree 4 = 4
number of invariants of total degree 6 = 7
p Re(q^3): kept by 72/72 operations; translations and z mirror only 6/6
p Im(q^3): kept by 36/72 operations; translations and z mirror only 6/6
p Q^2: kept by 36/72 operations; translations and z mirror only 3/6
Re(q^3): kept by 36/72 operations; translations and z mirror only 3/6
p q1^3: kept by 24/72 operations; translations and z mirror only 2/6
a = -0.02 , A = 0.03 hartree/bohr^2
b = 0.04 , h = 0.04 , g = 0.02 hartree/bohr^4
stability ratio 2g^2/(bh) = 0.500
well: Q = 0.84989 bohr, p = 0.20848 bohr
well energy = -0.0032856 hartree per site
minimized well: Phi = 0 deg, p = +0.20848 bohr
minimized well: Phi = 60 deg, p = -0.20848 bohr
minimized well: Phi = 120 deg, p = +0.20848 bohr
minimized well: Phi = 180 deg, p = -0.20848 bohr
minimized well: Phi = 240 deg, p = +0.20848 bohr
minimized well: Phi = 300 deg, p = -0.20848 bohr
saddle: Phi = 30 deg, Q = 0.70711 bohr, p = 0 bohr
saddle energy = -0.0025000 hartree per site
saddle curvatures (hartree/bohr^2): -0.01405 0.04000 0.06405
cost of reversing p at frozen Q, Phi = 0.0051192 hartree/site
switching barrier = 0.0007856 hartree per site
switching barrier = 21.377 meV per site
polar displacement = 11.032 pm
```
